# Linear roughening with fourth-order smoothing: growing slope and two exponents

## The growing slope

Suppose that the roughness exponent of a growing profile is read from the height differences between neighbouring points. If surface diffusion smooths the profile through a fourth derivative while atoms arrive at random, the root-mean-square difference over a short distance $r$ is proportional to $r$, and the exponent obtained is 1. Suppose next that this exponent is taken to govern the large-scale roughness too. The correlation length grows as $t^{1/4}$ in this model, so the width would be expected to grow as $t^{1/4}$, by a factor of 3.2 when the time increases a hundredfold. The model's width in fact grows as $t^{3/8}$, by a factor of 5.6. The short-distance curves would also be expected to coincide at different times, whereas they move steadily apart. The error lies in using one exponent for two different properties. The local exponent is 1 because the profile has a finite slope. The global exponent is $3/2$, and the difference between them appears as a slope that grows with time.

Let $h(x,t)$ be the height of a one-dimensional profile, measured from the mean height that steady deposition would give. The slopes are assumed small, and no atoms leave the surface once they have arrived. Diffusion along the surface carries a current $j$, and conservation of material requires $h_t=-j_x$ apart from the random arrivals, with subscripts denoting derivatives. Atoms move from hills to valleys. The driving potential is higher where the profile is convex upwards, that is, where $h_{xx}<0$, so to linear order it is proportional to $-h_{xx}$. The current runs down the gradient of this potential, hence $j=K h_{xxx}$ with $K>0$. Adding the fluctuation $\eta$ of the deposition flux gives

$$
h_t=-K h_{xxxx}+\eta(x,t).
$$

The noise has zero mean and

$$
\langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\,\delta(t-t').
$$

It is called nonconserved because an arriving atom adds material; it does not merely move material from one place to another. The angle brackets denote an average over realizations of the noise. The line is infinite and flat at $t=0$. Only second moments will be needed, so the noise need not be Gaussian.

Write $h(x,t)=\int \frac{dq}{2\pi}\,\hat h(q,t)e^{iqx}$, with the inverse $\hat h=\int dx\,h\,e^{-iqx}$. Four derivatives of $e^{iqx}$ give $(iq)^4=q^4$, so

$$
\frac{\partial\hat h}{\partial t}=-Kq^4\hat h+\hat\eta,
\qquad
\hat h(q,t)=\int_0^t dt'\,e^{-Kq^4(t-t')}\hat\eta(q,t').
$$

The second expression vanishes at $t=0$, and differentiating it returns the first. Transforming the noise correlation gives

$$
\langle\hat\eta(q,t)\hat\eta(q',t')\rangle
=2D\,\delta(t-t')\int dx\,e^{-i(q+q')x}
=2D\,\delta(t-t')\,2\pi\delta(q+q').
$$

In the product of two amplitudes $\hat h$, the time delta function removes one time integral, and $q'=-q$ makes the two decay rates equal. Therefore $\langle\hat h(q,t)\hat h(q',t)\rangle=2\pi\delta(q+q')S(q,t)$, with

$$
S(q,t)=2D\int_0^t dt'\,e^{-2Kq^4(t-t')}
=\frac{D}{Kq^4}\left(1-e^{-2Kq^4t}\right).
$$

For $2Kq^4t\ll1$ the exponential can be expanded, and $S\to2Dt$: long waves have accumulated noise but have not yet been smoothed. For $2Kq^4t\gg1$ noise and smoothing balance, and $S\to D/(Kq^4)$. The two regimes meet at a wavenumber of order $1/\xi$, where

$$
\xi(t)=(2Kt)^{1/4}.
$$

This is the correlation length, up to a numerical factor that is a matter of convention. The power $1/4$ means that the dynamic exponent is $z=4$.

The squared width is the variance of the height at one point, $W^2=\langle h^2\rangle$. Since $S$ is even in $q$, it equals $\frac1\pi\int_0^\infty S\,dq$. Put $q=u/\xi$. Then $2Kq^4t=u^4$, $dq=du/\xi$ and $q^{-4}=\xi^4u^{-4}$, so

$$
W^2=\frac{D\xi^3}{\pi K}\int_0^\infty\frac{1-e^{-u^4}}{u^4}\,du.
$$

Integrate by parts, using $u^{-4}=-\frac13\frac{d}{du}u^{-3}$. The boundary term $-(1-e^{-u^4})/(3u^3)$ vanishes at infinity. It also vanishes at zero, where the numerator behaves as $u^4$. The derivative of $1-e^{-u^4}$ is $4u^3e^{-u^4}$, so the remaining integral is $\frac43\int_0^\infty e^{-u^4}du$. With $p=u^4$ and $du=\frac14p^{-3/4}dp$, this last integral equals $\frac14\Gamma(1/4)$. Hence

$$
W^2=\frac{\Gamma(1/4)}{3\pi}\,\frac{D\xi^3}{K}
=0.3847\,\frac{D\xi^3}{K}.
$$

The root-mean-square width therefore obeys $W\propto\xi^{3/2}\propto t^{3/8}$. The power of $\xi$ defines the global roughness exponent, $\alpha=3/2$.

Differentiating the profile multiplies each amplitude by $iq$, and hence the spectrum by $q^2$. The mean-square slope is

$$
s^2=\langle h_x^2\rangle
=\frac1\pi\int_0^\infty q^2S\,dq
=\frac{D\xi}{\pi K}\int_0^\infty\frac{1-e^{-u^4}}{u^2}\,du.
$$

Two of the four powers of $\xi$ have been cancelled by $q^2=u^2/\xi^2$, and one by $dq$. Integrate by parts with $u^{-2}=-\frac{d}{du}u^{-1}$. The boundary term $-(1-e^{-u^4})/u$ again vanishes at both ends, leaving $\int_0^\infty4u^2e^{-u^4}du$. The substitution $p=u^4$ gives $u^2du=\frac14p^{-1/4}dp$, so the integral equals $\Gamma(3/4)$. Thus

$$
s^2=\frac{\Gamma(3/4)}{\pi}\,\frac{D\xi}{K}
=0.3901\,\frac{D}{K}(2Kt)^{1/4}.
$$

The mean-square slope therefore grows as $t^{1/4}$, and the root-mean-square slope as $t^{1/8}$.

The origin of the growth can be seen in the integral. At large $q$ its integrand is $D/(\pi Kq^2)$, which falls fast enough for the integral to converge. Short waves therefore contribute a finite amount, and most of the slope comes from waves near the correlation length: 72% of $s^2$ lies within a factor of three of $q=1/\xi$, and 27% above $3/\xi$. Those waves have height of order $W$ and length of order $\xi$, so their slope is of order $W/\xi\propto\xi^{1/2}$. Squaring gives $\xi$, in agreement with the calculation.

A real lattice removes the waves beyond some cutoff $\Lambda$. If $\Lambda\xi\gg1$, those waves have reached their balance, and the part of $s^2$ that they carried is

$$
\frac{D}{\pi K}\int_\Lambda^\infty\frac{dq}{q^2}
=\frac{D}{\pi K\Lambda},
\qquad
\frac{D/(\pi K\Lambda)}{s^2}=\frac{1}{\Gamma(3/4)\,\Lambda\xi}.
$$

The fraction decreases as the surface coarsens, so for a sharp cutoff the continuum value becomes more accurate with time. The fraction is not the error of every lattice model. If derivatives are replaced by differences between neighbouring sites, the mean-square slope at $\xi$ equal to 17.4 site spacings is only 0.03% below the continuum value, although the fraction is 1.5%.

The next quantity is the mean-square height difference,

$$
G(r,t)=\langle[h(x+r,t)-h(x,t)]^2\rangle ,\qquad r>0.
$$

The shift by $r$ multiplies each amplitude by $e^{iqr}$. Since $|e^{iqr}-1|^2=2(1-\cos qr)$,

$$
G=\frac2\pi\int_0^\infty(1-\cos qr)\,S\,dq
=\frac{2D}{\pi K}\int_0^\infty
\frac{(1-\cos qr)(1-e^{-2Kq^4t})}{q^4}\,dq.
$$

For $r\gg\xi$ the cosine oscillates rapidly across the integrable function $S$, its contribution vanishes, and $G\to2W^2$. The two heights are then uncorrelated. For $r\ll\xi$ an expansion with a controlled remainder is needed, because expanding the cosine to fourth order inside the integral would give a divergence at large $q$.

Define

$$
f(v)=\cos v-1+\frac{v^2}{2},
\qquad\text{so that}\qquad
1-\cos v=\frac{v^2}{2}-f(v).
$$

Both $f$ and $f'$ vanish at $v=0$, and $f''(v)=1-\cos v=2\sin^2(v/2)$ lies between 0 and $v^2/2$. Integrating these bounds twice from zero gives $0\le f(v)\le v^4/24$ for $v\ge0$.

Insert $1-\cos qr=\frac12q^2r^2-f(qr)$ into $G$. The first part is $r^2$ times the integral already found for $s^2$. In the second part, separate the factor $1-e^{-2Kq^4t}$ into its two terms:

$$
G=s^2r^2-\frac{2D}{\pi K}\int_0^\infty\frac{f(qr)}{q^4}\,dq+R,
\qquad
R=\frac{2D}{\pi K}\int_0^\infty\frac{f(qr)}{q^4}e^{-2Kq^4t}\,dq.
$$

The separation is allowed because both integrals converge: $f(qr)/q^4$ is finite at small $q$ and falls as $q^{-2}$ at large $q$.

With $v=qr$, the first integral is $r^3\int_0^\infty f(v)v^{-4}dv$. To evaluate it, use $v^{-4}=\frac16\int_0^\infty p^3e^{-pv}dp$. Everything is nonnegative, so the order of integration may be exchanged. The integral over $v$ is

$$
\int_0^\infty e^{-pv}f(v)\,dv
=\frac{p}{1+p^2}-\frac1p+\frac1{p^3}
=\frac{1}{p^3(1+p^2)}.
$$

The first two terms combine to $-1/[p(1+p^2)]$, and adding $1/p^3$ gives the last form. Therefore

$$
\int_0^\infty\frac{f(v)}{v^4}\,dv
=\frac16\int_0^\infty\frac{dp}{1+p^2}=\frac{\pi}{12}.
$$

For the remainder, the bound on $f$ gives

$$
0\le R\le\frac{2D}{\pi K}\,\frac{r^4}{24}\int_0^\infty e^{-2Kq^4t}dq
=\frac{\Gamma(5/4)}{12\pi}\,\frac{Dr^4}{K\xi},
$$

where $\int_0^\infty e^{-u^4}du=\frac14\Gamma(1/4)=\Gamma(5/4)$. Collecting the parts,

$$
G(r,t)=s^2r^2-\frac{D}{6K}r^3+R .
$$

The ratio of the cubic to the quadratic term is $\pi r/[6\Gamma(3/4)\xi]=0.427\,r/\xi$. The quadratic term therefore dominates for $r\ll\xi$, and $\sqrt G\simeq s\,r$. The local exponent, defined as $\frac12\,d\ln G/d\ln r$ in this range, is 1. The cubic term lowers it to about $1-0.214\,r/\xi$ at small but finite $r/\xi$. The remainder does not alter this leading correction, because $0\le f'(v)\le v^3/6$ bounds its derivative at the next order. At $r/\xi=0.02$ the estimate is 0.9957, the value also found by direct quadrature of $G$.

The formulas for width and slope were tested without using the Fourier solution. The covariance of the heights on a ring of 256 sites was advanced directly in real space, with $K$, $D$ and the site spacing all set to 1. At $\xi=24$, the mean-square slope differed from the formula by a relative amount of $1.5\times10^{-5}$, and the squared width by $4.5\times10^{-4}$. At this $\xi$ the finite ring still matters, and the slope figure is small partly because lattice and ring-size errors cancel; on a ring of 512 sites or more the slope lies $1.6\times10^{-4}$ below the formula and the squared width $2.2\times10^{-4}$ above it. Between $\xi=12$ and $\xi=24$, the mean-square slope grew with a time exponent of 0.2502 and the root-mean-square width with one of 0.3748.

## What the two exponents measure

The profile $h(x,t)$ obeys $h_t=-Kh_{xxxx}+\eta$ from a flat start, with white noise of strength $2D$. The correlation length is $\xi=(2Kt)^{1/4}$, the squared width is $W^2=0.3847\,D\xi^3/K$, and the mean-square slope is $s^2=0.3901\,D\xi/K$. For $r\ll\xi$ the mean-square height difference is $G=s^2r^2-Dr^3/(6K)+R$, where $0\le R\le B(r)$ and $B(r)=\Gamma(5/4)Dr^4/(12\pi K\xi)$.

The value 1 of the local exponent needs less than this model. For any spectrum $S$ with a finite, nonzero mean-square slope,

$$
\frac{G}{r^2}=\frac2\pi\int_0^\infty\frac{1-\cos qr}{r^2}\,S\,dq .
$$

The factor $(1-\cos qr)/r^2$ never exceeds $q^2/2$ and tends to it as $r\to0$. Since $q^2S$ is integrable, the limit may be taken inside the integral, and $G/r^2\to s^2$. Finite slope at a fixed time thus forces local exponent 1, whether or not the slope grows later.

The growth supplies separate information. Suppose that for $r\ll\xi$ the height difference has the scaling form

$$
G\propto r^{2\alpha_{\rm loc}}\,\xi^{2(\alpha-\alpha_{\rm loc})},
$$

which reaches the order of $\xi^{2\alpha}$ at $r=\xi$, as the width requires. With $\alpha_{\rm loc}=1$, the coefficient of $r^2$ is $s^2\propto\xi^{2(\alpha-1)}$. The calculated $s^2\propto\xi$ then gives $\alpha=3/2$. If the slope had settled to a constant, the same form would give $\alpha=1$.

Second-order smoothing shows what happens when the slope is not finite. Replace the smoothing term by $\nu h_{xx}$. The decay rate becomes $\nu q^2$, and the same integration over time gives $S=D(1-e^{-2\nu q^2t})/(\nu q^2)$. Now $q^2S$ tends to the constant $D/\nu$ at large $q$, so the continuum slope diverges. For $r\ll(2\nu t)^{1/2}$ the exponential can be dropped to leading order, and

$$
G\simeq\frac{2D}{\pi\nu}\,r\int_0^\infty\frac{1-\cos v}{v^2}\,dv
=\frac{D}{\nu}\,r .
$$

The integral is $\pi/2$: write $v^{-2}=\int_0^\infty p\,e^{-pv}dp$ and use $\int_0^\infty e^{-pv}(1-\cos v)dv=1/[p(1+p^2)]$. The local exponent is $1/2$. Quadrature between separations of 0.05 and 0.1 times $(2\nu t)^{1/2}$ gives 0.490. A lattice would make the slope finite, and that slope would rise from zero after a flat start, yet the exponent between the lattice spacing and the correlation length would remain $1/2$. A rising slope is therefore not sufficient for local exponent 1 in that range.

Measuring the width inside a window does not avoid the local exponent. In a window of length $l$, let $w^2$ be the average of the squared height minus the square of the average height. Expanding the square shows that this is half the mean-square difference between all pairs of points in the window:

$$
w^2=\frac{1}{2l^2}\int_0^l\!\!\int_0^l G(|x-y|)\,dx\,dy
=\frac1{l^2}\int_0^l(l-r)\,G(r)\,dr .
$$

The last step counts pairs at separation $r$, which occupy a length $l-r$ in each of two orders. Since $\int_0^l(l-r)r^2dr=l^4/12$ and $\int_0^l(l-r)r^3dr=l^5/20$,

$$
w^2=\frac{s^2l^2}{12}-\frac{Dl^3}{120K}+R_w,
\qquad
0\le R_w\le\frac{\Gamma(5/4)}{360\pi}\frac{Dl^4}{K\xi}.
$$

The bound follows from $\int_0^l(l-r)r^4dr=l^6/30$. A straight line of slope $s$ has variance $s^2l^2/12$ over the same window. A small window therefore sees mainly the tilt of the long waves passing through it.

The tilt can be removed by a second difference. Let $a=h(x+r)-h(x)$ and $b=h(x)-h(x-r)$. Then $\langle a^2\rangle=\langle b^2\rangle=G(r)$, and $a+b$ spans a distance $2r$. From $(a-b)^2=2a^2+2b^2-(a+b)^2$,

$$
\langle[h(x+r)-2h(x)+h(x-r)]^2\rangle=4G(r)-G(2r).
$$

The quadratic terms cancel, since $4s^2r^2-s^2(2r)^2=0$. The cubic terms give $(-4+8)Dr^3/(6K)$, hence

$$
4G(r)-G(2r)=\frac{2D}{3K}r^3+4R(r)-R(2r).
$$

The remainder has magnitude at most $16B(r)$, because $B(2r)=16B(r)$, and is smaller than the main term by a factor of order $r/\xi$. The root-mean-square second difference grows as $r^{3/2}$, with a coefficient independent of time. Quadrature between $r/\xi=0.05$ and 0.1 gives an exponent of 1.484. The exponent $3/2$ was present at short distances but hidden by the larger tilt.

The global exponent also appears in the dependence on system size. On a periodic line of length $L$, write $h=\sum_nh_ne^{iq_nx}$ with $q_n=2\pi n/L$. Projecting the noise onto one mode gives strength $2D/L$, so $\langle|h_n|^2\rangle=S(q_n,t)/L$. The uniform mode has variance $2Dt/L$ and never settles, but it does not roughen the profile, so it is removed. When $\xi\gg L/2\pi$, all other modes have balanced, and

$$
W^2=\frac{2D}{KL}\left(\frac{L}{2\pi}\right)^4\sum_{n=1}^\infty\frac1{n^4}
=\frac{DL^3}{720K},
\qquad
s^2=\frac{2D}{KL}\left(\frac{L}{2\pi}\right)^2\sum_{n=1}^\infty\frac1{n^2}
=\frac{DL}{12K}.
$$

The factor 2 counts positive and negative $n$. The sums are $\pi^4/90$ and $\pi^2/6$, as follows from equating the mean squares of $x^2$ and $x$ on $(-\pi,\pi)$ to the sums of their squared Fourier coefficients. The slope stops growing in time but still depends on size. Stationary covariances on rings of 64 and 128 sites give a global exponent of 1.499.

For a worked example, consider a ridge of width $b$ on which silicon is deposited from a beam. Let the two-dimensional height obey the corresponding fourth-order equation, with zero transverse slope and no current at the side walls. Averaging across the ridge removes the transverse derivatives and leaves the one-dimensional equation. An atom of volume $\Omega$ raises the averaged profile over a length $\Delta x$ by $\Omega/(b\Delta x)$. At growth rate $v$, the mean number arriving in $\Delta t$ is $vb\,\Delta x\Delta t/\Omega$, and for independent arrivals this is also the variance. The height variance is their product with the squared increment, $\Omega v\Delta t/(b\Delta x)$. White noise gives $2D\Delta t/\Delta x$, so $2D=\Omega v/b$. Placing atoms at random on 20,000 cells, each 2 nm long, until 0.05 nm had been deposited gave 1.018 times this variance.

Take $v=1$ nm/s, $b=10$ nm and $K=1$ nm$^4$/s. With $\Omega=0.02002$ nm$^3$,

$$
D=\frac{0.02002\times1}{2\times10}=1.001\times10^{-3}\ \text{nm}^3/\text{s}.
$$

After 1000 s, $\xi=(2000)^{1/4}=6.69$ nm. The mean-square slope is $0.3901\times1.001\times10^{-3}\times6.69=2.61\times10^{-3}$, so the root-mean-square slope is 0.051. The squared width is $0.3847\times1.001\times10^{-3}\times6.69^3=0.115$ nm$^2$, giving $W=0.34$ nm. At $r=1$ nm, the first two terms of $G$ are $2.61\times10^{-3}-0.17\times10^{-3}=2.44\times10^{-3}$ nm$^2$, and the height difference is 0.049 nm. The local exponent there is 0.967.

At 10 s, with all other settings unchanged, the root-mean-square slope is 0.029 and the width is 0.060 nm. The slope has thus grown by $100^{1/8}=1.78$ and the width by $100^{3/8}=5.6$. With deposition noise alone, the height difference at 1 nm grows from 0.026 to 0.049 nm, a factor of 1.9. This exceeds 1.78 because $\xi$ was only 2.1 nm at 10 s, and the negative cubic term was then relatively larger. Thermal noise, estimated below, would reduce the factor to about 1.6.

These numbers describe an idealised regime. The temperature of 700 K and surface energy of 8 eV/nm$^2$, used below, are rough values for silicon; the rate is on the fast side for beam epitaxy; and $K$ is a chosen parameter, far above what equilibrium surface self-diffusion would give at this temperature (roughly $10^{-2}$ to $4\times10^{-6}$ nm$^4$/s for an assumed prefactor of 0.1 cm$^2$/s and barriers of 2.0 to 2.5 eV). The linear smoothing law and a finite stiffness also presume a surface whose energy varies smoothly with slope. A flat facet below its roughening temperature does not meet this condition, and the low-index faces of silicon at 700 K are such facets, so the example illustrates the formulas and does not predict the roughness of a real silicon ridge. At fixed $D$ and $t$, $s^2\propto K^{-3/4}$, so a tenfold smaller $K$ raises $s^2$ by 5.6. A deposit 1000 nm thick on a ridge 10 nm wide is far from a typical structure. The root-mean-square width is about 2.5 atomic layers of the (001) face at 1000 s, so their discreteness strains the continuum description. At 10 s it is less than half a layer, and the numbers for that time only illustrate the formulas. The lattice spacing along the surface is 0.384 nm. The results are also sensitive to the assumed absence of an uphill current, which barriers at step edges can produce. If it equals $v\delta h_x$, the decay rate becomes $Kq^4-v\delta q^2$. At 1000 s, $\delta=0.008$ nm, about 2% of the lattice spacing, already raises $s^2$ by 10%. The fastest unstable mode grows at $(v\delta)^2/(4K)$. For $\delta$ equal to one lattice spacing, its variance would acquire a factor $e^{74}$ in 1000 s, far outside the linear theory.

Thermal diffusion noise is a smaller correction at long distances. With surface energy $\gamma$ standing in for the stiffness, the energy $\frac12\gamma b\int h_x^2dx$ and equipartition give the equilibrium spectrum $k_BT/(\gamma bq^2)$. After a flat start it is multiplied by $1-e^{-2Kq^4t}$, provided the smoothing described by $K$ is itself thermal relaxation. At 1000 s, with waves beyond the lattice cutoff left out, this adds 1.7% to $W^2$, but 27% to $G$ at 1 nm and 10% at 3 nm. Its contribution to $G$ is roughly linear in $r$, so it lowers the measured local exponent further, from 0.967 to 0.88 at 1 nm and 1000 s. With the same cutoff it adds 74% to $s^2$, mainly from short waves that no longer grow. These figures depend on the cutoff, here sharp and at $\pi$ over the lattice spacing. Between half that value and no cutoff, the addition to $G$ at 1 nm runs from 25% to 30% and the exponent from 0.90 to 0.86, while the addition to $s^2$ is nearly proportional to the cutoff. The cutoff itself removes 1.5% of the deposition part.

The slope at a point on the ridge also differs from that of the averaged profile. A transverse mode of wavenumber $k=n\pi/b$ has, once balanced, spectrum $D/[K(q^2+k^2)^2]$ and contributes $D/(4Kk)$ to the mean-square slope along the ridge. Summed down to the lattice spacing, these modes add an amount comparable with $s^2$ at 1000 s. The sum gives a ratio of about 1.2, but a lattice cutoff on the waves along the ridge would lower it. Thermal noise in the same modes matters more: with a lattice cutoff in both directions, it adds nearly ten times $s^2$. The transverse modes have stopped growing by 1000 s, since $2K(\pi/b)^4t\approx19$. The $t^{1/4}$ law should therefore be sought in the width-averaged profile, after the nearly constant thermal part of its mean-square slope has been subtracted. That part changes by only about 4% between 10 and 1000 s, but at 10 s it is more than twice the deposition part. Both figures are for the cutoff used above; at half that cutoff the change is 8% and the two parts are about equal at 10 s. Finally, a conserved nonlinear term $va^2(h_x^2)_{xx}$, with $a$ the lattice spacing and a coefficient assumed only in order of magnitude, is about 5% of the linear term on the scale $\xi$ at 1000 s by a dimensional estimate. Mode by mode the root-mean-square ratio is 4% at $q=1/\xi$ but 15% at $q=1/(2\xi)$, and it grows as $\xi^{3/2}$, so the linear law holds only for a limited time.

## Numbers as computed

```
Lattice test: slope relative error = -1.51e-05
Lattice test: width relative error = -4.52e-04
Time exponent of mean-square slope = 0.2502
Time exponent of rms width = 0.3748
Local exponent at r/xi = 0.02: 0.9957
Global exponent from ring size = 1.4987
Exponent after tilt removal = 1.4839
Local exponent, second-order smoothing = 0.4904
Slope prefactor Gamma(3/4)/pi = 0.39006
Width prefactor Gamma(1/4)/(3 pi) = 0.38469
Shot noise, sampled/formula = 1.0176
Growth rate = 1.0 nm/s; ridge width = 10.0 nm
K = 1.0 nm^4/s; temperature = 700.0 K
Surface energy = 8.0 eV/nm^2
Atomic volume = 0.02002 nm^3
Surface lattice spacing = 0.3840 nm
D = 1.0012e-03 nm^3/s
t = 10 s: xi = 2.115 nm, s2 = 8.259e-04
  rms slope = 0.0287, rms width = 0.0604 nm
  rms height difference at 1 nm = 0.0259 nm
t = 100 s: xi = 3.761 nm, s2 = 1.469e-03
  rms slope = 0.0383, rms width = 0.1431 nm
  rms height difference at 1 nm = 0.0362 nm
t = 1000 s: xi = 6.687 nm, s2 = 2.612e-03
  rms slope = 0.0511, rms width = 0.3394 nm
  rms height difference at 1 nm = 0.0495 nm
Film thickness at last time = 1000 nm
Local exponent at r = 1 nm, last time = 0.9674
Thermal/shot height difference squared, r = 1 nm: 0.268
Thermal/shot height difference squared, r = 3 nm: 0.099
Thermal/shot mean-square slope, lattice cutoff: 0.739
Thermal/shot squared width = 0.017
Fraction of s2 beyond lattice cutoff = 0.0149
Cross-ridge modes/averaged profile, s2 ratio = 1.176
Conserved nonlinear/linear term, estimate = 0.051
Uphill current/(rate*slope) raising s2 by 10% = 0.00808 nm
That length/lattice spacing = 0.0210
```
